# Weak Localisation in Two Dimensions from the Return of Diffusing Electrons

The conductance per square of a cryogenic transistor channel is to be fitted at 1 K and 4 K, and it rises by one or two per cent on warming. Should the scattering model be changed, so that the mobility rises with temperature, or should the mobility stay fixed and an interference term be added? The decision hangs on the size and temperature dependence of that term. For the silicon channel treated below, if it is several micrometres long and wide, the term gives a rise of about 17 µS on 960 µS with the elastic scattering time held fixed, so it cannot be left out. In a channel shorter than the phase-coherence length most of that rise disappears.

## 1. One loop and its reverse

Take a single closed path on which an electron scatters from impurities $1,2,\ldots,n$ and returns to its start. Let its amplitude be $A$. The reversed path visits $n,\ldots,2,1$. With static disorder, no magnetic field and no spin rotation, every flight and every scattering contributes the same factor in either direction, so the reversed amplitude is also $A$. Hence

$$
|A+A|^2=4|A|^2,\qquad |A|^2+|A|^2=2|A|^2 .
$$

The first is the quantum probability, the second the sum without interference. Return is doubled. Between different end points the reversed path does not connect the same start and finish, and the doubling is absent. A flux through the loop gives the two amplitudes opposite phases and, averaged over loops, removes the excess.

This was tested by exact evolution on a disordered lattice of 20 × 20 sites with hopping 1, site energies spread over a width 3, 16 disorder samples and times from 30 to 60 in units of $\hbar$/hopping. The starting states were filtered in energy by a Gaussian amplitude weight centred at 1.5 times the hopping, with standard deviation 0.8. The return probability, divided by the mean arrival probability elsewhere, was 3.71 without flux and 2.02 with 0.02 flux quanta per plaquette. Their ratio is 1.83, against the ideal 2; the test allowed a deviation of 0.3. The ratio depends on the settings: it lies between about 1.7 and 2.2 for other time windows up to 200 and fluxes up to 0.06, and falls to 1.4–1.5 at times of several thousand. The value with flux is not 1, so return on this small lattice is favoured even without the paired paths. Uneven local densities of states, the discrete levels of a finite lattice and incomplete spreading over it are possible causes; they were not separated here.

## 2. How often a diffusing electron returns

Let scattering be isotropic, with mean free time $\tau$, speed $v_F$ and mean free path $l=v_F\tau$. The velocity correlation decays as $\langle v_x(t)v_x(0)\rangle=(v_F^2/2)e^{-t/\tau}$, so

$$
D=\int_0^\infty\langle v_x(t)v_x(0)\rangle\,dt=\frac{v_F^2\tau}{2}.
$$

For $t\gg\tau$ the density obeys $\partial_tW=D\nabla^2W$. Each Fourier component of a point source decays as $e^{-Dq^2t}$, and the density back at the origin is

$$
W(t)=\int\!\frac{d^2q}{(2\pi)^2}e^{-Dq^2t}
=\frac1{2\pi}\int_0^\infty\! q\,e^{-Dq^2t}dq=\frac1{4\pi Dt}.
$$

The $1/t$ is special to two dimensions, and its time integral will give the logarithm. As a test, 300,000 random walkers were followed for $20\tau$. The fraction within $2l$ of the start was 0.0945; diffusion gives 0.0952.

## 3. From return to conductivity

Return alone does not fix the prefactor; the effect on current is needed. A field $E_0\cos\omega t$ perturbs the electrons by $eE_0x\cos\omega t$. The golden rule, with $|x_{ab}|=|v_{ab}|/\omega$ and a factor 2 for spin, gives the absorbed power as $\omega\to0$ and $T\to0$:

$$
2\cdot\frac{2\pi}{\hbar}\frac{e^2E_0^2}{4}\frac{(\hbar\omega)^2}{\omega^2}
\sum_{ab}|v_{ab}|^2\delta(E_F-E_a)\delta(E_F-E_b).
$$

One factor $\hbar\omega$ is the energy absorbed per transition, the other the width of the band of occupied states that can absorb. Equating this to $\sigma E_0^2A/2$, with $A$ now the sample area,

$$
\sigma=\frac{2\pi e^2\hbar}{A}\sum_{ab}|v_{ab}|^2\delta(E_F-E_a)\delta(E_F-E_b).
$$

Now write $\delta(E_F-H)=(i/2\pi)(G^R-G^A)$. The two mixed products are equal under the trace, and together they give

$$
\sigma=\frac{e^2\hbar}{\pi A}\,{\rm Tr}\,\langle v_xG^Rv_xG^A\rangle .
$$

Here $G^R$ sums the amplitudes of all scattering paths and $G^A$ their conjugates. The products $G^RG^R$ and $G^AG^A$ are dropped: their poles lie on the same side of the real axis, so the pair sums below vanish for them to leading order in $1/k_Fl$.

Let the disorder obey $\langle V(\mathbf r)V(\mathbf r')\rangle=u^2\delta(\mathbf r-\mathbf r')$, and let $\nu$ be the density of states per spin for one valley. The golden rule gives $1/\tau=2\pi\nu u^2/\hbar$, hence $u^2=\hbar/(2\pi\nu\tau)$. With $\xi$ the energy from the Fermi level and $a=\hbar/2\tau$, the averaged functions are $G^{R,A}=1/(-\xi\pm ia)$.

**Limit: no interference.** Paths paired in the same order leave only the lowest term, because isotropic scattering erases the velocity. Since $\int d\xi/(\xi^2+a^2)=\pi/a=2\pi\tau/\hbar$,

$$
\sigma_0=\frac{e^2\hbar}{\pi}\,\nu\frac{v_F^2}{2}\,\frac{2\pi\tau}{\hbar}=2e^2\nu D,
$$

which is the Drude result for both spins. The prefactor is therefore right before interference is added.

## 4. Summing the reversed pairs

Let the path in $G^R$ enter with wavevector $\mathbf k$ and leave with $\mathbf k'$, while its partner in $G^A$ visits the impurities in reverse order. At every stage the two wavevectors then add to the same $\mathbf q=\mathbf k+\mathbf k'$. One further scattering multiplies the pair by

$$
P(q)=u^2\!\int\!\frac{d^2k}{(2\pi)^2}G^R(\mathbf k)G^A(\mathbf q-\mathbf k).
$$

For $q\ll k_F$ the partner's energy is $\xi-b$, with $b=\hbar v_Fq\cos\theta$. Closing the contour around the pole at $\xi=ia$,

$$
\int\!\frac{d\xi}{(\xi-ia)(\xi-b+ia)}=\frac{2\pi i}{2ia-b}=\frac{\pi/a}{1+ix\cos\theta},\qquad x=ql,
$$

because $b/2a=x\cos\theta$. The prefactor $\nu u^2\pi/a$ equals 1. In the angular average the odd part cancels, leaving

$$
P=\left\langle\frac1{1+x^2\cos^2\theta}\right\rangle=\frac1{\sqrt{1+x^2}}\simeq1-\frac{x^2}{2}=1-Dq^2\tau .
$$

Direct quadrature at $k_Fl=50$, with $P$ divided by its value at $q=0$, gave $1-P=0.00499$ at $x=0.1$, against 0.00496, and 0.2948 at $x=1$, against 0.2929. The differences are below one per cent.

Let phase memory decay as $e^{-t/\tau_\phi}$, with $\tau_\phi\gg\tau$. Each flight then loses a further fraction $\tau/\tau_\phi$, so $1-P\simeq\tau(Dq^2+1/\tau_\phi)$. One scattering is its own reverse and must not be counted again, so the series starts at two:

$$
C(q)=u^2(P+P^2+\ldots)=\frac{u^2P}{1-P}\simeq\frac{\hbar}{2\pi\nu\tau^2}\,\frac1{Dq^2+1/\tau_\phi}.
$$

The sum is large at small $q$, which means $\mathbf k'\simeq-\mathbf k$: the extra probability goes into backscattering. The two ends of the path supply

$$
\frac1A\sum_{\mathbf k}v_x(\mathbf k)v_x(-\mathbf k)|G|^4
=-\nu\frac{v_F^2}{2}\int\!\frac{d\xi}{(\xi^2+a^2)^2}
=-\nu\frac{v_F^2}{2}\,\frac{4\pi\tau^3}{\hbar^3},
$$

where the integral is $\pi/2a^3$. The minus sign is the reversal of velocity. Multiplying the factors,

$$
\delta\sigma=\frac{e^2\hbar}{\pi}\left(-\nu\frac{v_F^2}{2}\frac{4\pi\tau^3}{\hbar^3}\right)\frac{\hbar}{2\pi\nu\tau^2}\int\!\frac{d^2q}{(2\pi)^2}\frac1{Dq^2+1/\tau_\phi}.
$$

The density of states cancels. With $v_F^2\tau/2=D$ and $1/(Dq^2+1/\tau_\phi)=\int_0^\infty dt\,e^{-Dq^2t-t/\tau_\phi}$,

$$
\delta\sigma=-\frac{2e^2D}{\pi\hbar}\int dt\,W(t)\,e^{-t/\tau_\phi}.
$$

This is the link sought: the conductivity falls in proportion to the time-integrated return density of phase-coherent paths. At $x=0.1$, the product of the end factor and the leading pair sum $u^2/(1-P)$, both from quadrature, was 0.996 of its small-$q$ form.

## 5. The logarithm and what the short paths can change

Diffusion does not describe times below about $\tau$, where the integral would diverge. Suppress them smoothly with $1-e^{-t/\tau}$. Inserting $W=1/4\pi Dt$, the diffusion constant cancels:

$$
\delta\sigma=-\frac{e^2}{2\pi^2\hbar}\int_0^\infty\!\frac{dt}{t}\left(e^{-\alpha t}-e^{-\beta t}\right),\quad
\alpha=\frac1{\tau_\phi},\;\beta=\frac1{\tau_\phi}+\frac1\tau .
$$

The integrand equals $\int_\alpha^\beta e^{-st}ds$. Integrating over $t$ first leaves $\int_\alpha^\beta ds/s=\ln(\beta/\alpha)=\ln(1+\tau_\phi/\tau)$. Allowing for other treatments of short paths, the result for $\tau_\phi\gg\tau$ is

$$
\boxed{\delta\sigma=-\frac{e^2}{2\pi^2\hbar}\left[\ln\frac{\tau_\phi}{\tau}+c\right]}
$$

with $c$ independent of $\tau_\phi$ up to terms that vanish as $\tau/\tau_\phi\to0$.

**Test on ballistic loops.** The smooth cutoff was a choice, so compare it with a sum that keeps the full $P$. At finite $q$ the end factor acquires one more $P$, because

$$
\int\!\frac{d\xi}{(\xi^2+a^2)[(\xi-b)^2+a^2]}=\frac{2\pi}{a(b^2+4a^2)}=\frac{\pi}{2a^3}\,\frac1{1+x^2\cos^2\theta}.
$$

Loops with at least three scatterers have the pair sum $u^2(P^2+P^3+\ldots)$. In units of $-e^2/2\pi^2\hbar$ they give $\int x\,dx\,P^3/(1-P)$. Let every flight, including the closing one, lose phase memory: $P^{-2}=s^2+x^2$ with $s=1+\tau/\tau_\phi$. Then $x\,dx=-dP/P^3$ and

$$
\int_0^\infty\!x\,dx\frac{P^3}{1-P}=\int_0^{1/s}\!\frac{dP}{1-P}=\ln\frac{s}{s-1}=\ln\!\left(1+\frac{\tau_\phi}{\tau}\right).
$$

The two short-path rules agree. At $\tau_\phi/\tau=100$ both integrals, done numerically, gave 4.61512, which is $\ln101$. Replacing $P^3$ by $P^4$ changes the constant, while the slope against $\ln\tau_\phi$ between ratios of 1000 and 10,000 stayed at 0.999.

**Two scatterers.** Their term is $\int x\,dx\,P^2=\int dP/P$, which grows logarithmically at large $q$ and must be cut near $q\sim k_F$. Taken alone, it would add a number of order $\ln(k_Fl)$ to $c$. Unreversed paths over the same two impurities cancel this logarithm, as shown next. The number that remains hardly feels $\tau_\phi$, but such constants make the absolute correction less certain than its change with temperature.

**Paths that are not reversed.** An extra scattering on one member of the pair can detach the final direction from $-\mathbf k$. Each end then carries $\int v|G_{\mathbf k}|^2G^R_{\mathbf q-\mathbf k}$. The energy integral is proportional to $1/(1-ix\cos\theta)$, and

$$
\left\langle\frac{\cos\theta}{1-ix\cos\theta}\right\rangle=\frac{P-1}{ix}=\frac{i(1-P)}{x}\simeq\frac{ix}{2}.
$$

Two ends give a factor $q^2$ at small $q$, which cancels the $1/q^2$ of the pair sum, so no logarithm survives. With the factor $u^2$ of the extra scattering, and since $\nu u^2\pi/a=1$, the two ends amount to $(1-P)^2/2x^2$ times the small-$q$ end factor of the reversed pairs. The extra scattering can sit on either member of the pair, which doubles this. In the same units the magnitude is

$$
\int_0^\infty\!x\,dx\,\frac{(1-P)^2}{x^2}\frac{P}{1-P}=\int_0^1\!\frac{dP}{1+P}=\ln2,
$$

using $1/x^2=P^2/(1-P^2)$. Numerical integration gave 0.69315. This too belongs in $c$, with a sign opposite to that of the reversed pairs: the probability added to backscattering is taken from other directions.

For only two impurities, the pair sum between these ends shrinks to the single scattering $u^2$. The magnitude is then $\int x\,dx\,(1-P)^2/x^2=\int dP\,(1-P)/[P(1+P)]$. Subtracting it from the two-scatterer term $\int dP/P$ leaves

$$
\int_0^1\frac{2\,dP}{1+P}=2\ln2,
$$

so the growth at large $q$ cancels and only a number of order one remains.

## 6. A second geometry: the narrow strip

Let the width $w$ satisfy $l\ll w\ll L_\phi$, with $L_\phi=\sqrt{D\tau_\phi}$. Diffusion across the strip is soon complete, and the return density becomes $W=1/(w\sqrt{4\pi Dt})$. Since $\int_0^\infty t^{-1/2}e^{-t/\tau_\phi}dt=\sqrt{\pi\tau_\phi}$,

$$
\delta\sigma=-\frac{2e^2D}{\pi\hbar w}\,\frac12\sqrt{\frac{\tau_\phi}{D}}=-\frac{e^2}{\pi\hbar}\frac{L_\phi}{w}.
$$

Return is more frequent than in a plane, and the correction follows a power of $\tau_\phi$. Short times no longer dominate, so no cutoff is needed at leading order. The logarithm therefore requires both lateral dimensions to be much larger than $L_\phi$. If the channel length $L$ is shorter, electrons escape into the contacts after about $L^2/(\pi^2D)$, the decay time of the slowest diffusion mode between them. That time then replaces $\tau_\phi$ as the approximate upper limit, and the temperature dependence weakens.

## 7. Two silicon valleys

A (100) silicon inversion layer has two equivalent valleys, $+$ and $-$. If impurities never mix them, each contributes separately and the correction doubles.

Now let scattering within and between valleys be equally strong, with matrix elements $V_{++}=V_{--}=1$, $V_{+-}=e^{i\varphi}$, $V_{-+}=e^{-i\varphi}$ and $\varphi$ random from one impurity to the next. A pair changes its valley labels from $(a,b)$ to $(a',b')$ with weight $\langle V_{a'a}V_{b'b}\rangle/2$. Averaging over $\varphi$ leaves $\tfrac12$ for each of $(++)\to(++)$ and $(--)\to(--)$, and $\tfrac12$ for all four transitions among $(+-)$ and $(-+)$. The eigenvalues are $\tfrac12,\tfrac12,1,0$. The undamped combination is $[(+-)+(-+)]/\sqrt2$; the others die within a few scatterings.

A path that starts in $a$ and ends in $a'$ has a reversed partner labelled $a'$ at the start and $a$ at the end. The sum therefore runs over transitions $(a,a')\to(a',a)$. The undamped combination gives $\tfrac12$ for each of the two cases $a\ne a'$ and nothing for $a=a'$: total weight 1. Without mixing the labels are conserved, only $a=a'$ contributes, and the weight is 2. The total scattering rate now includes both valleys, $1/\tau=2\pi\nu(2u^2)/\hbar$, so the pair sum keeps its earlier size. The logarithm in the boxed result thus keeps its prefactor for mixed valleys; the short-lived combinations change only the constant $c$.

## 8. Numbers for a cryogenic silicon channel

The rough inputs are a density of $3\times10^{12}$ cm⁻², mobility $\mu=2000$ cm²/Vs, in-plane mass $m=0.19$ electron masses, mixed valleys, and $\tau_\phi=40$ ps at 1 K falling as $1/T$. They give $\tau=m\mu/e=0.216$ ps, $l=40.4$ nm, $k_Fl=12.4$ and $D=37.8$ cm²/s. The Drude conductance per square is 961 µS, and the unit $e^2/2\pi^2\hbar$ is 12.33 µS.

With $c=0$ and the form $\ln(1+\tau_\phi/\tau)$,

$$
\delta\sigma(1\,{\rm K})=-12.33\,\ln\!\left(1+\frac{40}{0.2161}\right)=-64\ \mu{\rm S},
$$

or −6.7% of the Drude value. At 4 K, $\tau_\phi=10$ ps and the correction is −48 µS, or −4.9%. Both are small enough for a leading-order treatment, but the constant $c$ from short paths could shift each by an amount of order 12.33 µS.

The difference is firmer. If $\tau_\phi\propto T^{-p}$ and $\tau$ is constant, $c$ cancels and

$$
\sigma(T_2)-\sigma(T_1)=p\,\frac{e^2}{2\pi^2\hbar}\ln\frac{T_2}{T_1}.
$$

For $p=1$ between 1 K and 4 K this is 17.1 µS. The form with $1+\tau_\phi/\tau$ gives 16.9 µS. Keeping phase loss in the unreversed term of Section 5, which is then 0.68 at 1 K and 0.64 at 4 K in place of $\ln2$, lowers this to 16.5 µS, so the rise is known to about half a microsiemens within the model.

These parameters are plausible for a silicon inversion layer at low temperature, though mobility and phase time vary widely between devices. The assumption most clearly broken in real channels is that electrons do not interact. The corresponding correction has the scale $(e^2/2\pi^2\hbar)\ln(\hbar/k_BT\tau)$, or 44 µS at 1 K, and its change up to 4 K can rival the 17 µS found here. Temperature-dependent screening, estimated as the Drude value times the change of $k_BT$ over the Fermi energy, has a scale of 13 µS over the same interval; it also stems from interactions, so the two estimates should not simply be added. If the valleys mix only after about $10\tau$, the absolute correction grows by an amount of scale $(e^2/2\pi^2\hbar)\ln10$, or 28 µS; this is an estimate, not a bound. The valley model of Section 7 with this mixing time gives about 33 µS at 1 K and 31 µS at 4 K, which lifts the rise from 17 to 19 µS. Mixing after about $30\tau$ lifts it to 23 µS, and without mixing it doubles to 34 µS.

Other limits concern the measurement. $L_\phi$ is 389 nm at 1 K and 194 nm at 4 K, so a 100 nm channel does not meet the size condition at either temperature. Summing the diffusion modes of a wide channel between absorbing contacts gives a rise from 1 K to 4 K of about 3 µS for a length of 400 nm, 10 µS for 1 µm, 14 µS for 3 µm and 16 µS for 10 µm. At 100 nm, where diffusion is only a rough description, it is well below 1 µS. A drive field of 2.2 V/cm already supplies $k_BT$ per phase length at 1 K, so the drain field must stay well below this value; heating of the electrons may require a smaller field still. The low-temperature approximation holds better: $k_BT$ at 4 K is 1.8% of the Fermi energy. The use of a single subband is less secure. A triangular-well estimate puts the next subband 45 meV up, above the Fermi energy of 19 meV, but it ignores the flattening of the well by the channel's own electrons. A self-consistent Hartree well, without exchange and correlation, gives a gap of 11 meV with no depletion charge, 20 meV for $10^{11}$ cm⁻² and 34 meV for $5\times10^{11}$ cm⁻². The gap can thus fall to or below the Fermi energy, so it should be checked for the device at hand. Spin memory, for a rough spin-orbit coefficient of $10^{-5}$ eV nm, lasts of the order of 100 ns, far longer than $\tau_\phi$. In a III-V channel where it is shorter than $\tau_\phi$, the reversed amplitudes no longer match and this result fails.

For the fit at the start, the interference term, evaluated for the length and width of the channel, should be included before the mobility is given a new temperature dependence. A temperature sweep alone cannot separate it from interactions. A perpendicular field can help: a loop of area $S$ and its reverse acquire a phase difference $2eBS/\hbar$, which reaches one for $S=2D\tau_\phi$ at $B=\hbar/(4eD\tau_\phi)$, here 1.1 mT at 1 K. Only about one per cent of the deficit is removed at this field. A larger field cuts off the return times at about $\hbar/(4eDB)$, so the rest shrinks only logarithmically: about half still remains at a hundred times this field. The part of the conductance deficit that responds in this way is the candidate for weak localisation. The main values for this channel are in the numerical output.

## Numbers as computed

```
Lattice return/elsewhere, no flux: 3.711
Lattice return/elsewhere, with flux: 2.024
Ratio of the two (theory 2): 1.833
Walkers within 2 l of start at 20 tau: 0.0945
Same from diffusion with D = l^2/(2 tau): 0.0952
1-P at q l = 0.1, quadrature: 0.00499
1-P at q l = 0.1, formula: 0.00496
End factor/formula at q l = 0.1: 1.0000
Small-q kernel/(-2/(pi q^2)): 0.9961
1-P at q l = 1.0, quadrature: 0.29476
1-P at q l = 1.0, formula: 0.29289
End factor/formula at q l = 1.0: 0.9998
Time integral, tau_phi/tau = 100: 4.61512
Loop sum, tau_phi/tau = 100: 4.61512
ln(101): 4.61512
Slope with another short-path rule: 0.9992
Constant from unreversed paths: 0.69315
Valley weight, mixed valleys: 1.000
Valley weight, unmixed valleys: 2.000
Sheet density: 3e+12 cm^-2
Mobility: 2000 cm2/Vs
In-plane mass: 0.19 electron masses
Elastic time: 0.2161 ps
Mean free path: 40.41 nm
k_F l: 12.41
Diffusion constant: 37.8 cm2/s
Fermi energy: 18.9 meV
Drude conductance per square: 961.3 uS
e^2/(2 pi^2 hbar): 12.33 uS
Phase time at 1 K: 40 ps
Phase length at 1 K: 388.8 nm
Correction at 1 K: -64.45 uS
Correction/Drude at 1 K: -6.704 %
Phase time at 4 K: 10 ps
Phase length at 4 K: 194.4 nm
Correction at 4 K: -47.55 uS
Correction/Drude at 4 K: -4.947 %
Rise of conductance, 1 K to 4 K: 16.9 uS
Same from unit*ln(4): 17.1 uS
Interaction correction scale at 1 K: 43.97 uS
Screening change scale, 1 K to 4 K: 13.15 uS
Extra if valleys mix in 10 tau, up to: 28.39 uS
Spin memory time, rough 1e-5 eV nm: 106.4 ns
Magnetic field that cuts the log at 1 K: 1.088 mT
Drive field giving kT per phase length: 2.216 V/cm
kT/Fermi energy at 4 K: 0.01824
Gap to next subband, triangular well: 45.42 meV
```
